# Kinematic factor and shadow cone for helium ions on nickel

**Question**

I am working on an exercise about helium ions scattered from a nickel surface, at 1 keV and at 1 MeV. It has two parts.

1. Find the fraction of its energy that an ion keeps after one collision with a surface atom, as a function of the scattering angle. I can write down the conservation laws, but the recoil direction of the nickel atom is unknown and I don't see how to remove it. I also don't see why the force between the two particles never enters.

2. Show that behind each surface atom there is a region that no ion reaches, with radius $R=2\sqrt{Z_1Z_2e^2d/E}$ at a distance $d$ behind the atom. I don't know where the factor 2 comes from. When I put in 1 keV and $d=2.5$ Å, the radius comes out larger than $d$ itself. Have I made a mistake, or does the formula fail there?

**Answer**

Your arithmetic is right, and the formula does fail at 1 keV. The two parts rest on different physics: the first needs conservation laws alone, while the second depends on the force.

I use atomic units in the algebra, so $e^2=1$, and write $k=Z_1Z_2$. For numbers in eV and Å, $k$ becomes $Z_1Z_2e^2$. The ion has mass $M_1$, speed $v$ and energy $E=\tfrac12M_1v^2$ before the collision. The atom has mass $M_2$ and is at rest and free. Let $\mu=M_2/M_1$.

**1. The energy kept by the ion**

Let $v'$ be the final speed of the ion, $\theta$ its scattering angle in the laboratory, and $v_2$ the speed of the recoiling atom. The recoil momentum is the momentum lost by the ion, $M_2\mathbf v_2=M_1(\mathbf v-\mathbf v')$. Squaring this vector equation removes the unknown recoil direction:

$$M_2^2v_2^2=M_1^2\left(v^2+v'^2-2vv'\cos\theta\right).$$

If the collision is elastic, and the particles are far enough apart before and after it that their potential energy vanishes, then

$$M_1v^2=M_1v'^2+M_2v_2^2 .$$

Take $M_2v_2^2$ from the first equation, insert it in the second, and divide by $M_1v^2$. With $s=v'/v$,

$$1=s^2+\frac1\mu\left(1+s^2-2s\cos\theta\right).$$

Multiplying by $\mu$ and collecting terms gives

$$(1+\mu)s^2-2s\cos\theta+(1-\mu)=0 .$$

The roots are

$$s=\frac{\cos\theta\pm\sqrt{\cos^2\theta-(1+\mu)(1-\mu)}}{1+\mu}
=\frac{\cos\theta\pm\sqrt{\mu^2-\sin^2\theta}}{1+\mu},$$

because $\cos^2\theta-1+\mu^2=\mu^2-\sin^2\theta$. The product of the roots is $(1-\mu)/(1+\mu)$. For a target heavier than the ion this is negative, so one root is positive and the other negative. A speed ratio cannot be negative, which selects the plus sign. The kinematic factor is

$$\boxed{K=\frac{E'}{E}=s^2=\left[\frac{\cos\theta+\sqrt{\mu^2-\sin^2\theta}}{1+\mu}\right]^2}$$

The force decides which impact parameter leads to which angle. Once the angle is given, the conservation laws fix the energy. In this nonrelativistic result $K$ does not depend on $E$.

Take helium-4 and nickel-58, with the mass numbers as masses, so $\mu=58/4=14.5$. At $\theta=135^\circ$, $\cos\theta=-0.7071$ and $\sin^2\theta=0.5$, so

$$K=\left[\frac{-0.7071+\sqrt{14.5^2-0.5}}{15.5}\right]^2=0.790 .$$

At $90^\circ$ the formula reduces to $(\mu-1)/(\mu+1)=13.5/15.5=0.871$, and at $180^\circ$ to the square of that number, 0.759. The scattered energies are:

| Angle | $K$ | $E'$ for 1 keV | $E'$ for 1 MeV |
|---|---:|---:|---:|
| 90° | 0.871 | 871 eV | 871 000 eV |
| 135° | 0.790 | 790 eV | 790 000 eV |
| 180° | 0.759 | 759 eV | 759 000 eV |

A relativistic calculation at 1 MeV and 135° lowers $K$ by about $2\times10^{-5}$, which is negligible here. For nickel-60 at the same angle $K=0.796$, so the scattered energy carries information about the mass of the atom that was struck. Energy given to electrons, or a second collision, would have to be accounted for separately.

**2. Where the shadow comes from**

Now consider a parallel beam travelling along $+z$ towards an atom at the origin. For this part, hold the atom fixed and take the bare Coulomb repulsion between the nuclei. An ion with impact parameter $b$ would pass the atom at distance $b$ if there were no force.

For a weak deflection, evaluate the transverse force along the undeflected path $z=vt$. The force is $k/r^2$ and its transverse part is a fraction $b/r$ of that, so the transverse momentum gained is

$$\Delta p=\int_{-\infty}^{\infty}\frac{kb\,dt}{(b^2+v^2t^2)^{3/2}} .$$

Substitute $vt=b\tan\alpha$. Then $dt=(b/v)\,d\alpha/\cos^2\alpha$ and the denominator is $b^3/\cos^3\alpha$, which leaves

$$\Delta p=\frac{k}{bv}\int_{-\pi/2}^{\pi/2}\cos\alpha\,d\alpha=\frac{2k}{bv}.$$

The small deflection angle is this momentum divided by the forward momentum:

$$\vartheta=\frac{\Delta p}{M_1v}=\frac{2k}{M_1v^2b}=\frac{k}{Eb}.$$

At a distance $d$ behind the atom, the ion is therefore at a height

$$y(b)=b+\frac{kd}{Eb}$$

above the axis. A distant ion has a large first term. A close ion is strongly deflected and has a large second term. Between them lies a smallest height, found from

$$\frac{dy}{db}=1-\frac{kd}{Eb^2}=0
\quad\Rightarrow\quad b_s=\sqrt{\frac{kd}{E}} .$$

The second derivative, $2kd/(Eb^3)$, is positive, so this is a minimum. At $b_s$ the second term is $kd/(Eb_s)=b_s$, equal to the first. That is the origin of your factor 2:

$$\boxed{R=y(b_s)=2b_s=2\sqrt{\frac{Z_1Z_2e^2d}{E}}}$$

Here $e^2$ has been restored. Within this approximation no ion arrives at $y<R$. Since $R\propto\sqrt d$, the "cone" is in fact a paraboloid for the bare Coulomb force. With screening (section 4) the radius grows more slowly with $d$.

**3. How good is the small-angle step?**

For a fixed Coulomb centre the shadow can be found without approximation. Let $\varphi$ be the polar angle of the ion measured from the $-z$ axis, the side it came from, so that $z=-r\cos\varphi$ and $y=r\sin\varphi$. Angular momentum conservation reads $r^2\dot\varphi=vb$, hence $1/r^2=\dot\varphi/(vb)$. The equations of motion become

$$M_1\dot v_y=\frac{k\sin\varphi}{r^2}=\frac{k}{vb}\sin\varphi\,\dot\varphi,\qquad
M_1\dot v_z=-\frac{k\cos\varphi}{r^2}=-\frac{k}{vb}\cos\varphi\,\dot\varphi .$$

Both can be integrated from $\varphi=0$, where $v_y=0$ and $v_z=v$:

$$v_y=\frac{k}{M_1vb}(1-\cos\varphi),\qquad v_z=v-\frac{k}{M_1vb}\sin\varphi .$$

In Cartesian form the angular momentum law is $yv_z-zv_y=vb$. Insert the velocities and multiply by $b/v$:

$$yb-\frac{k}{M_1v^2}\left[y\sin\varphi+z(1-\cos\varphi)\right]=b^2 .$$

The bracket equals $r\sin^2\varphi+z+r\cos^2\varphi=r+z$, and $M_1v^2=2E$. The orbit therefore satisfies

$$b^2-yb+\frac{k}{2E}(r+z)=0 .$$

Solved for $y$, this is $y=b+k(r+z)/(2Eb)$. Far behind the atom, where $r\approx z=d$, it returns the small-angle expression used above.

For a given point, the equation is quadratic in $b$. An ion can reach the point only if $b$ is real, which requires

$$y^2\ge\frac{2k}{E}(r+z).$$

Since $y^2=r^2-z^2=(r-z)(r+z)$, dividing by the positive quantity $r+z$ gives $r-z\ge2k/E$. The edge is $r=z+2k/E$. Squaring it at $z=d$, with $r^2=R_C^2+d^2$, gives

$$R_C^2=\frac{4kd}{E}+\frac{4k^2}{E^2},
\qquad R_C=R\sqrt{1+\frac{k}{Ed}} .$$

The simple formula thus requires $k/(Ed)\ll1$.

**4. Numbers, and the failure at 1 keV**

For helium on nickel,

$$k=2\times28\times14.40=806.4\ \text{eV Å}.$$

With your $d=2.5$ Å, a round value for the distance between atoms, the simple formula gives

$$R(1\ \text{keV})=2\sqrt{\frac{806.4\times2.5}{10^3}}=2.84\ \text{Å}\quad(5.37\ \text{bohr}),$$

$$R(1\ \text{MeV})=2\sqrt{\frac{806.4\times2.5}{10^6}}=0.0898\ \text{Å}\quad(0.170\ \text{bohr}).$$

At 1 MeV, $k/(Ed)=3.2\times10^{-4}$ and the small-angle step is excellent. At 1 keV the ratio is 0.32, and the exact Coulomb radius is 3.27 Å, 15% above the simple value. Correcting the small-angle step thus makes your radius larger still. The main fault lies elsewhere: the nickel nucleus is surrounded by electrons, which screen its charge.

To estimate the effect, use the screened potential

$$V(r)=\frac{k}{r}\sum_i c_ie^{-\kappa_ir}.$$

The Molière form has $c_i=0.35,\,0.55,\,0.10$ and $\kappa_ia=0.3,\,1.2,\,6$. For the length $a$ I take the Firsov value, with $a_0$ the Bohr radius:

$$a=\left(\frac{9\pi^2}{128}\right)^{1/3}\frac{a_0}{(\sqrt{Z_1}+\sqrt{Z_2})^{2/3}}=0.132\ \text{Å}.$$

The Coulomb edge has $b_s=1.42$ Å at 1 keV, nearly $11a$, where little of the bare repulsion is left. At 1 MeV $b_s=0.0449$ Å, about $0.34a$, so screening should matter less but not vanish.

The deflection follows as before. The transverse force is $-\partial V/\partial b$, so on a straight path

$$\vartheta(b)=-\frac{1}{2E}\frac{d}{db}\int_{-\infty}^{\infty}V\,dz .$$

With $z=b\sinh u$ we have $r=b\cosh u$ and $dz/r=du$. Each term then contains

$$\int_{-\infty}^{\infty}e^{-\kappa b\cosh u}\,du=2K_0(\kappa b),$$

where $K_0$ is a modified Bessel function, not the kinematic factor. Since $K_0'(x)=-K_1(x)$,

$$\vartheta(b)=\frac{k}{E}\sum_i c_i\kappa_iK_1(\kappa_ib).$$

For $\kappa_i\to0$, $\kappa_iK_1(\kappa_ib)\to1/b$. The coefficients add up to 1, so the Coulomb result $k/(Eb)$ returns.

The screened radius is the minimum of $b+d\,\vartheta(b)$, which has to be found numerically:

- At 1 keV the minimum is at $b=0.774$ Å with $\vartheta=0.125$, so the radius is $0.774+2.5\times0.125=1.09$ Å.
- At 1 MeV it is at $b=0.0450$ Å with $\vartheta=0.0152$, so the radius is $0.0450+2.5\times0.0152=0.083$ Å.

Full trajectories in the same potential, with the nickel atom free to recoil, give 1.07 Å and 0.083 Å. These are 38% and 92% of the respective simple Coulomb values. The numbers belong to this model potential, and another screening function would change them, but they answer your question. At 1 MeV the Coulomb formula is a fair estimate, since $R=0.0898$ Å exceeds the screened trajectory radius of 0.083 Å by about 8% of the latter. At 1 keV it should not be used. All these radii are for a single atom initially at rest. In a nickel crystal at room temperature the atoms vibrate by roughly 0.06 to 0.075 Å rms in each direction (Debye model, Debye temperature between 450 and 375 K). This is comparable with the 1 MeV radius, so at 1 MeV the next atom in a row is only partly hidden, while at 1 keV the vibration is small compared with the radius. The numerical check compares both the kinematic factor and the shadow radii with integrated trajectories.

## Values computed for the example and the checks

```
e^2 = 14.3996 eV angstrom
Z1 = 2, Z2 = 28, k = Z1 Z2 e^2 = 806.38 eV angstrom
M1 = 4 u, M2 = 58 u, mu = 14.50
distance d = 2.50 angstrom
Firsov screening length a = 0.1317 angstrom
K(90 deg) = 0.8710; scattered energy 871.0 eV and 870968 eV
K(135 deg) = 0.7899; scattered energy 789.9 eV and 789878 eV
K(180 deg) = 0.7586; scattered energy 758.6 eV and 758585 eV
K(135 deg) for nickel-60 = 0.7961
relativistic K(135 deg) at 1 keV = 0.789878
relativistic K(135 deg) at 1 MeV = 0.789856
nonrelativistic K(135 deg) = 0.789878
trajectory test angles: 37.0 to 147.5 deg
largest deviation of K from trajectories = 5.6e-09
--- E = 1000 eV ---
k/(E d) = 3.226e-01
Coulomb edge impact parameter = 1.4198 angstrom
edge impact parameter / a = 10.777
Coulomb edge deflection k/(E b) = 0.5679 rad
Coulomb radius R = 2.8397 angstrom = 5.3662 bohr
exact fixed-centre Coulomb radius = 3.2657 angstrom
same from Coulomb trajectories = 3.2657 angstrom
screened edge impact parameter = 0.7743 angstrom
screened edge deflection = 0.1251 rad
screened radius, impulse formula = 1.0871 angstrom
screened radius, trajectories = 1.0693 angstrom
screened (trajectories) / Coulomb R = 0.377
--- E = 1000000 eV ---
k/(E d) = 3.226e-04
Coulomb edge impact parameter = 0.0449 angstrom
edge impact parameter / a = 0.341
Coulomb edge deflection k/(E b) = 0.0180 rad
Coulomb radius R = 0.0898 angstrom = 0.1697 bohr
exact fixed-centre Coulomb radius = 0.0898 angstrom
same from Coulomb trajectories = 0.0898 angstrom
screened edge impact parameter = 0.0450 angstrom
screened edge deflection = 0.0152 rad
screened radius, impulse formula = 0.0831 angstrom
screened radius, trajectories = 0.0830 angstrom
screened (trajectories) / Coulomb R = 0.924
```
